# Symmetries of the Wigner rotation matrices, derived from half turns

## The result and its conventions

Let $j$ be a non-negative integer or half-integer, and let $m,m'$ run from $-j$ to $j$ in unit steps. The states $|m\rangle\equiv|j\,m\rangle$ are normalized eigenstates of $J_z$ with eigenvalue $m\hbar$. Their relative phases are fixed by

$$J_\pm|m\rangle=\hbar\sqrt{(j\mp m)(j\pm m+1)}\;|m\pm1\rangle,\qquad J_\pm=J_x\pm iJ_y, \tag{1}$$

with non-negative square roots (the Condon-Shortley choice). For real angles define

$$D_{m'm}(\alpha,\beta,\gamma)=\langle m'|e^{-i\alpha J_z/\hbar}e^{-i\beta J_y/\hbar}e^{-i\gamma J_z/\hbar}|m\rangle,\qquad d_{m'm}(\beta)=\langle m'|e^{-i\beta J_y/\hbar}|m\rangle .$$

The outer exponentials act on eigenstates of $J_z$, so $D_{m'm}=e^{-im'\alpha}d_{m'm}(\beta)e^{-im\gamma}$. For every real $\beta$,

$$d_{m'm}(\beta)=(-1)^{m'-m}d_{mm'}(\beta)=d_{-m,-m'}(\beta), \tag{A}$$

$$d_{m'm}(\pi)=(-1)^{j-m}\,\delta_{m',-m}, \tag{B}$$

$$d_{m'm}(\pi-\beta)=(-1)^{j-m}d_{-m',m}(\beta)=(-1)^{j+m'}d_{m',-m}(\beta), \tag{C}$$

$$D_{m'm}^*=(-1)^{m'-m}D_{-m',-m}\quad\text{at the same angles.} \tag{D}$$

The exponents $m'-m$, $j-m$ and $j+m'$ are integers, also for half-integer $j$. An integer exponent $n$ may be replaced by $-n$ or by $n+2k$ with integer $k$. It may not be shifted by $2m$ when $m$ is half-integer, because $2m$ is then odd.

All these matrix elements are dimensionless. The number $|d_{m'm}(\beta)|^2$ is the probability of finding $m'\hbar$ along $z$ when the system was prepared with $m\hbar$ along an axis tilted by $\beta$ from $z$.

## Start: spin one half

From (1) with $j=\tfrac12$, the only non-zero ladder elements are $\langle\tfrac12|J_+|{-\tfrac12}\rangle=\langle-\tfrac12|J_-|\tfrac12\rangle=\hbar$. Since $J_y=(J_+-J_-)/2i$,

$$-\frac{i}{\hbar}J_y=\frac{J_--J_+}{2\hbar}=\frac12\,\epsilon,\qquad \epsilon=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad \epsilon^2=-1 .$$

Rows and columns are ordered $m=\tfrac12,-\tfrac12$. Because $\epsilon^2=-1$, the even powers in the exponential series sum to a cosine and the odd powers to $\epsilon$ times a sine:

$$d(\beta)=e^{\epsilon\beta/2}=\begin{pmatrix}\cos\frac\beta2&-\sin\frac\beta2\\ \sin\frac\beta2&\cos\frac\beta2\end{pmatrix}. \tag{2}$$

The relations can be read off. Transposition changes the sign of the off-diagonal elements, for which $m'-m=\pm1$. The two diagonal elements are equal, as $d_{m'm}=d_{-m,-m'}$ requires. At $\beta=\pi$ the lower left element is $+1$, with $m=\tfrac12$ and $(-1)^{j-m}=1$; the upper right one is $-1$, with $m=-\tfrac12$ and $(-1)^{j-m}=-1$. Replacing $\beta$ by $\pi-\beta$ exchanges $\cos\frac\beta2$ and $\sin\frac\beta2$.

For general $j$ there is no such short matrix to inspect. The same facts then follow from how half turns act on the generators.

## First generalization: reality

By (1), $J_+$ and $J_-$ have real matrices that are transposes of each other. Hence

$$-\frac{i}{\hbar}J_y=\frac{J_--J_+}{2\hbar}$$

is a real antisymmetric matrix for every $j$. Its exponential $d(\beta)$ is real. Transposing the exponential changes the sign of the exponent, so

$$d_{mm'}(\beta)=d_{m'm}(-\beta). \tag{3}$$

**Limit of small $\beta$.** To first order,

$$d_{m+1,m}\simeq-\frac\beta2\sqrt{(j-m)(j+m+1)},\qquad d_{m,m+1}\simeq+\frac\beta2\sqrt{(j-m)(j+m+1)} .$$

The two elements are opposite, as (3) demands for terms odd in $\beta$. They also agree with the sign $(-1)^{m'-m}=-1$ of (A).

## Half turn about $z$: transposition

To turn (3) into a relation at one angle, $d(-\beta)$ must be expressed through $d(\beta)$. A half turn about $z$ reverses $J_y$ and does this. Define

$$J_k(\varphi)=e^{-i\varphi J_z/\hbar}J_k\,e^{i\varphi J_z/\hbar},\qquad k=x,y .$$

Differentiation gives a commutator with $J_z$. With $[J_z,J_x]=i\hbar J_y$ and $[J_z,J_y]=-i\hbar J_x$,

$$\frac{dJ_x(\varphi)}{d\varphi}=-\frac i\hbar(i\hbar)J_y(\varphi)=J_y(\varphi),\qquad \frac{dJ_y(\varphi)}{d\varphi}=-\frac i\hbar(-i\hbar)J_x(\varphi)=-J_x(\varphi).$$

The solution with the right initial values has $J_y(\varphi)=J_y\cos\varphi-J_x\sin\varphi$, so $J_y(\pi)=-J_y$. A similarity transformation acts inside each term of the exponential series, therefore

$$e^{-i\pi J_z/\hbar}\,e^{-i\beta J_y/\hbar}\,e^{i\pi J_z/\hbar}=e^{+i\beta J_y/\hbar}.$$

Take the element between $\langle m'|$ and $|m\rangle$. The left side acquires the factor $e^{-i\pi(m'-m)}=(-1)^{m'-m}$:

$$d_{m'm}(-\beta)=(-1)^{m'-m}d_{m'm}(\beta). \tag{4}$$

Thus $d_{m'm}$ is even in $\beta$ if $m'-m$ is even, and odd otherwise. Combining (3) and (4),

$$d_{mm'}(\beta)=(-1)^{m'-m}d_{m'm}(\beta),$$

which is the first equality of (A). Squared, it says that the probabilities of going from $m$ to $m'$ and from $m'$ to $m$ are equal.

## Half turn about $y$: everything but one sign

Let $R=e^{-i\pi J_y/\hbar}$, whose matrix is $d(\pi)$. The rotated generators now obey

$$\frac{d}{d\beta}J_z(\beta)=-\frac i\hbar[J_y,J_z](\beta)=J_x(\beta),\qquad \frac{d}{d\beta}J_x(\beta)=-\frac i\hbar[J_y,J_x](\beta)=-J_z(\beta),$$

where $J_k(\beta)=e^{-i\beta J_y/\hbar}J_k\,e^{i\beta J_y/\hbar}$. Their solution is

$$J_z(\beta)=J_z\cos\beta+J_x\sin\beta,\qquad J_x(\beta)=J_x\cos\beta-J_z\sin\beta. \tag{5}$$

At $\beta=\pi$ both $J_z$ and $J_x$ change sign, while $J_y$ is unchanged. Hence

$$RJ_zR^\dagger=-J_z,\qquad RJ_-R^\dagger=-J_x-iJ_y=-J_+ . \tag{6}$$

The first relation, written as $J_zR=-RJ_z$, gives $J_zR|m\rangle=-m\hbar\,R|m\rangle$. Each eigenvalue occurs once, so

$$R|m\rangle=c_m|{-m}\rangle,\qquad |c_m|=1 .$$

The second relation, written as $RJ_-=-J_+R$, connects neighbouring coefficients. Apply it to $|m\rangle$ with $m>-j$:

$$RJ_-|m\rangle=\hbar\sqrt{(j+m)(j-m+1)}\;c_{m-1}|{-m+1}\rangle,$$

$$-J_+R|m\rangle=-c_m\hbar\sqrt{(j+m)(j-m+1)}\;|{-m+1}\rangle .$$

The roots are equal and non-zero, so $c_{m-1}=-c_m$. Going down from $m=j$ takes $j-m$ steps, and

$$c_m=(-1)^{j-m}c_j . \tag{7}$$

The commutation relations leave $c_j=d_{-j,j}(\pi)$ open at this point. It is real because $d$ is real, so it is $+1$ or $-1$. Equation (2) gives $+1$ for $j=\tfrac12$, but that does not settle other values of $j$.

## The remaining sign: follow the top state

The sign is found by following $|\beta\rangle=e^{-i\beta J_y/\hbar}|j\rangle$ continuously from $\beta=0$ to $\pi$. The state $|j\rangle$ satisfies $J_z|j\rangle=j\hbar|j\rangle$ and $J_+|j\rangle=0$. Rotating both equations with (5) gives

$$(J_z\cos\beta+J_x\sin\beta)|\beta\rangle=j\hbar|\beta\rangle, \tag{8}$$

$$(J_x\cos\beta-J_z\sin\beta+iJ_y)|\beta\rangle=0 . \tag{9}$$

The definition of $|\beta\rangle$ and equation (9) yield

$$\hbar\frac{d}{d\beta}|\beta\rangle=-iJ_y|\beta\rangle=(J_x\cos\beta-J_z\sin\beta)|\beta\rangle .$$

Multiply by $\sin\beta$ and replace $J_x\sin\beta|\beta\rangle$ by $(j\hbar-J_z\cos\beta)|\beta\rangle$ from (8):

$$\hbar\sin\beta\,\frac{d}{d\beta}|\beta\rangle=\left[\cos\beta\,(j\hbar-J_z\cos\beta)-J_z\sin^2\beta\right]|\beta\rangle=(j\hbar\cos\beta-J_z)|\beta\rangle .$$

The component along $\langle m'|$ is a separate equation for each element of the column $m=j$:

$$\sin\beta\,\frac{d}{d\beta}d_{m'j}=(j\cos\beta-m')\,d_{m'j}. \tag{10}$$

For $m'=-j$ the coefficient is $j(1+\cos\beta)/\sin\beta=j\cot\frac\beta2$. Its integral is $2j\ln\sin\frac\beta2$, so on $0<\beta<\pi$

$$d_{-j,j}(\beta)=C\sin^{2j}\frac\beta2 .$$

The constant follows from small $\beta$. Reaching $|{-j}\rangle$ from $|j\rangle$ needs $2j$ lowering steps. In the series of $\exp[\beta(J_--J_+)/2\hbar]$ the first contributing term therefore has order $2j$, and in it every factor must be $J_-$:

$$d_{-j,j}(\beta)\simeq\frac{1}{(2j)!}\left(\frac\beta2\right)^{2j}\langle-j|(J_-/\hbar)^{2j}|j\rangle .$$

The matrix element is the product of $\sqrt{(j+m)(j-m+1)}$ over $m=j,j-1,\dots,-j+1$. The factors $j+m$ run from $2j$ down to $1$, and the factors $j-m+1$ from $1$ up to $2j$. The product is $\sqrt{(2j)!\,(2j)!}=(2j)!$, so $d_{-j,j}\simeq(\beta/2)^{2j}$ and $C=1$:

$$d_{-j,j}(\beta)=\sin^{2j}\frac\beta2\qquad(0\le\beta\le\pi). \tag{11}$$

At $\beta=\pi$ this gives $c_j=1$. With (7), $R|m\rangle=(-1)^{j-m}|{-m}\rangle$, which is (B).

**Limits.** For $j=0$, (11) is 1, as it must be for a rotation-invariant state. For $j=\tfrac12$ it is the lower left element of (2). Two half turns give

$$R^2|m\rangle=(-1)^{j-m}(-1)^{j+m}|m\rangle=(-1)^{2j}|m\rangle ,$$

so $d(2\pi)=(-1)^{2j}$ times the unit matrix. A full turn changes the sign of a state with half-integer $j$. For the opposite half turn, (4) with $m'=-m$ gives

$$d_{-m,m}(-\pi)=(-1)^{-2m}(-1)^{j-m}=(-1)^{j-3m}=(-1)^{j+m},$$

where the last step adds $4m$, an even integer. For half-integer $j$ the half turns by $\pi$ and $-\pi$ thus differ by an overall sign, and $j-m$ cannot be replaced by $j+m$ in (B).

## Reversing both projections

Rotations about the same axis commute, so $R^\dagger e^{-i\beta J_y/\hbar}R=e^{-i\beta J_y/\hbar}$. Insert $R|m\rangle=c_m|{-m}\rangle$ and its adjoint $\langle m'|R^\dagger=c_{m'}\langle-m'|$, with real $c$:

$$d_{m'm}(\beta)=c_{m'}c_m\,d_{-m',-m}(\beta)=(-1)^{2j-m'-m}d_{-m',-m}(\beta).$$

The exponent can be written as $2j-m'-m=(m'-m)+2(j-m')$. Since $j-m'$ is an integer, the last term is even, and

$$d_{m'm}(\beta)=(-1)^{m'-m}d_{-m',-m}(\beta). \tag{12}$$

Now apply the transposition rule to the element on the right: $d_{-m',-m}=(-1)^{-m'+m}d_{-m,-m'}$. The two signs cancel, which leaves

$$d_{m'm}(\beta)=d_{-m,-m'}(\beta),$$

the second equality of (A).

**Limit $\beta=\pi$.** By (B), $d_{-m,-m'}(\pi)=(-1)^{j+m'}\delta_{-m,m'}$. On the antidiagonal $m'=-m$ the exponent is $j-m$, so (A) and (B) agree.

## Reflection of the angle

The rotation by $\pi-\beta$ is a half turn combined with a rotation by $-\beta$, in either order. If $R$ acts first, then

$$d_{m'm}(\pi-\beta)=\langle m'|e^{i\beta J_y/\hbar}R|m\rangle=(-1)^{j-m}d_{m',-m}(-\beta).$$

Equation (4) turns $-\beta$ into $\beta$ with the factor $(-1)^{m'+m}$. The exponents add to $j+m'$:

$$d_{m'm}(\pi-\beta)=(-1)^{j+m'}d_{m',-m}(\beta).$$

If $R$ acts last, the state $|n\rangle$ that it carries into $|m'\rangle$ is $n=-m'$, with coefficient $c_{-m'}=(-1)^{j+m'}$. Then

$$d_{m'm}(\pi-\beta)=(-1)^{j+m'}d_{-m',m}(-\beta)=(-1)^{j+m'}(-1)^{-m'-m}d_{-m',m}(\beta)=(-1)^{j-m}d_{-m',m}(\beta).$$

These are the two forms of (C). In terms of probabilities, a preparation axis tilted by $\pi-\beta$ is, up to a turn about $z$, the reverse of one tilted by $\beta$. Reversing the axis exchanges $m$ and $-m$.

**Limits.** At $\beta=0$, $d_{-m',m}(0)=\delta_{-m',m}$ and (C) returns (B). At $\beta=\pi/2$ both sides refer to the same angle. For integer $j$ and $m'=0$ this gives $d_{0m}(\pi/2)=(-1)^{j-m}d_{0m}(\pi/2)$, so the element vanishes whenever $j-m$ is odd.

## Complex conjugation of the full matrix

With real angles and real $d$,

$$D_{m'm}^*=e^{im'\alpha}d_{m'm}(\beta)e^{im\gamma}.$$

Replace $d_{m'm}$ by (12) and read the phases as those belonging to the projections $-m'$ and $-m$:

$$D_{m'm}^*=(-1)^{m'-m}e^{-i(-m')\alpha}d_{-m',-m}(\beta)e^{-i(-m)\gamma}=(-1)^{m'-m}D_{-m',-m}.$$

This proves (D). It also has a matrix form. Since $\langle m'|R=c_{-m'}\langle-m'|$ and $R^\dagger|m\rangle=c_{-m}|{-m}\rangle$,

$$(RDR^\dagger)_{m'm}=(-1)^{2j+m'+m}D_{-m',-m}=(-1)^{m'-m}D_{-m',-m},$$

because $2j+2m$ is even. Hence $D^*=RDR^\dagger$: conjugating a rotation matrix amounts to a fixed change of basis.

**Limits.** For $\alpha=\gamma=0$, (D) reduces to (12). For integer $j$ and $m'=m=0$ it says that $D_{00}$ is real, in accord with $D_{00}=d_{00}(\beta)$.

## What depends on the phase convention

The signs rest on (1). As a counterexample, take the basis $|\tilde m\rangle=i^{\,j-m}|m\rangle$. The bra contributes $i^{-(j-m')}$, so

$$\tilde d_{m'm}=i^{\,m'-m}d_{m'm}.$$

Elements with odd $m'-m$ are now imaginary. For the transposed element,

$$\tilde d_{mm'}=i^{\,m-m'}(-1)^{m'-m}d_{m'm}=i^{\,m'-m}d_{m'm}=\tilde d_{m'm},$$

since $i^{-n}(-1)^n=i^n$ for integer $n$. The sign in the transposition rule has disappeared. The second equality of (A) survives in this basis, since $\tilde d_{-m,-m'}=i^{\,m'-m}d_{-m,-m'}=\tilde d_{m'm}$, but the first does not. Probabilities are unaffected. The example shows that (A) can fail when the phases differ from (1), so it must be checked again for any other choice of phases.

## Worked case: $j=3/2$ at 60, 120 and 180 degrees

The relations (A) carry every element to one with $m'\ge|m|$. For $j=\tfrac32$ these are six of the sixteen. At $\beta=60^\circ$ their values are

$$d_{\frac32\frac32}=0.6495,\quad d_{\frac32\frac12}=-0.6495,\quad d_{\frac32,-\frac12}=0.3750,$$

$$d_{\frac32,-\frac32}=-0.1250,\quad d_{\frac12\frac12}=0.2165,\quad d_{\frac12,-\frac12}=-0.6250 .$$

The six are independent only as far as (A) is concerned; orthogonality of $d$ relates them further. The fourth can be checked by hand. Equation (11) gives $d_{-\frac32,\frac32}=\sin^3 30^\circ=0.125$, and transposition adds $(-1)^3$.

The other ten elements follow from (A). For example,

$$d_{\frac12\frac32}=-d_{\frac32\frac12}=0.6495,\qquad d_{\frac12,-\frac32}=d_{\frac32,-\frac12}=0.3750,\qquad d_{-\frac12\frac12}=-d_{\frac12,-\frac12}=0.6250 .$$

With rows and columns ordered $\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, the whole matrix is

$$d(60^\circ)=\begin{pmatrix}0.6495&-0.6495&0.3750&-0.1250\\0.6495&0.2165&-0.6250&0.3750\\0.3750&0.6250&0.2165&-0.6495\\0.1250&0.3750&0.6495&0.6495\end{pmatrix}.$$

Leaving out the sign in the transposition rule would give an error of up to $2\times0.6495=1.299$ in an element.

The matrix at $120^\circ$ needs no new exponential. By the first form of (C), its rows are those above in reverse order, with column signs $(-1)^{j-m}=+,-,+,-$. For instance,

$$d_{\frac32\frac12}(120^\circ)=-d_{-\frac32,\frac12}(60^\circ)=-0.3750 .$$

The second form gives the same number: $(-1)^3d_{\frac32,-\frac12}(60^\circ)=-0.3750$.

At $180^\circ$ only the antidiagonal survives. From the upper right to the lower left corner it reads $-1,+1,-1,+1$, in agreement with (B). Using $(-1)^{j+m}$ instead would reverse all four signs, an error of 2 in each of these elements.

For the full matrix take $\alpha=0.4$ rad and $\gamma=1.1$ rad. The phase of $D_{\frac32\frac12}$ is $-(1.5\times0.4+0.5\times1.1)=-1.15$ rad, so

$$D_{\frac32\frac12}=-0.6495\,e^{-1.15i}=-0.2653+0.5929\,i,$$

$$D_{-\frac32,-\frac12}=+0.6495\,e^{+1.15i}=0.2653+0.5929\,i .$$

The conjugate of the first is $-0.2653-0.5929\,i$. This is minus the second, as (D) requires for $m'-m=1$.

The numerical check compares the relations with matrix exponentials for all $j$ from 0 to 6, at angles that include negative values and values beyond $\pi$.

## Computed results

```
All matrix elements are dimensionless; columns m=3/2,1/2,-1/2,-3/2
j = 1.5, beta = 60 deg
alpha = 0.4 rad, gamma = 1.1 rad
independent elements: 6 of 16
  seed d[+1.5,+1.5] = +0.649519
  seed d[+1.5,+0.5] = -0.649519
  seed d[+1.5,-0.5] = +0.375000
  seed d[+1.5,-1.5] = -0.125000
  seed d[+0.5,+0.5] = +0.216506
  seed d[+0.5,-0.5] = -0.625000
d(60 deg), rebuilt from the seeds:
  m'=+1.5: +0.649519 -0.649519 +0.375000 -0.125000
  m'=+0.5: +0.649519 +0.216506 -0.625000 +0.375000
  m'=-0.5: +0.375000 +0.625000 +0.216506 -0.649519
  m'=-1.5: +0.125000 +0.375000 +0.649519 +0.649519
d(120 deg), by reflection:
  m'=+1.5: +0.125000 -0.375000 +0.649519 -0.649519
  m'=+0.5: +0.375000 -0.625000 +0.216506 +0.649519
  m'=-0.5: +0.649519 -0.216506 -0.625000 -0.375000
  m'=-1.5: +0.649519 +0.649519 +0.375000 +0.125000
d(180 deg), by exponential:
  m'=+1.5: +0.000000 +0.000000 +0.000000 -1.000000
  m'=+0.5: +0.000000 +0.000000 +1.000000 +0.000000
  m'=-0.5: +0.000000 -1.000000 +0.000000 +0.000000
  m'=-1.5: +1.000000 +0.000000 +0.000000 +0.000000
D[+3/2,+1/2] = -0.265320+0.592858j
D[-3/2,-1/2] = +0.265320+0.592858j
max error at 180 deg if j+m replaces j-m: 2.000
max error of transposition without sign: 1.299038
max |Im d| after rephasing: 0.649519
largest deviations, j = 0 to 6:
  half-turn operators: 8e-15
  values at pi: 1e-15
  values at -pi and 2 pi: 2e-15
  small-angle coefficient: 6e-17
  exponential vs spinors: 2e-15
  reality: 0e+00
  inverse is transpose: 1e-15
  sign change of beta: 0e+00
  transposition: 1e-15
  both signs reversed: 1e-15
  d[m',m] = d[-m,-m']: 1e-15
  reflection: 2e-15
  conjugation of D: 1e-15
  rotated generators: 7e-15
  top-column equation: 2e-08
  d[-j,j] = sin^(2j)(beta/2): 3e-16
  matrix rebuilt from seeds: 2e-16
  120 degrees by reflection: 4e-16
  rephased d is symmetric: 2e-16
```
